# Adhesion of a smooth particle above one asperity: the Rumpf minimum

## Question and setting

A smooth, rigid sphere of radius $R$ lies above a flat wafer that carries one rigid hemispherical asperity of radius $r$. The sphere's centre is vertically above the centre of the asperity's base, which lies in the plane of the flat. The smallest separation between sphere and asperity is $z_0$.

All bodies are of the same material, with $n$ atoms per unit volume. Two atoms a distance $\rho$ apart have the energy $-C/\rho^6$, with $C>0$, and these energies are added over all pairs. Retardation, capillary forces and electrostatic forces are left out. Other supports are assumed to hold the sphere in its central position; part (b) shows why they are needed. The adhesion force $F$ means the magnitude of the normal attraction between the sphere and the wafer with its asperity, without any attraction to those supports.

The algebra holds in any consistent units. Numbers are in eV and Å.

## (a) Force between gently curved surfaces

**Find the energy per unit area of two half-spaces a distance $D$ apart. Hence find the attraction between two spheres of radii $R_1$ and $R_2$ whose closest separation $D$ is much smaller than both radii.**

**Answer.** Take an atom at height $z$ above a half-space. Let $x$ be the vertical distance from the atom and $s$ the lateral distance. With $u=x^2+s^2$, so that $2s\,ds=du$, one layer of the half-space contributes

$$\int_0^\infty\frac{2\pi s\,ds}{(x^2+s^2)^3}=\pi\int_{x^2}^\infty\frac{du}{u^3}=\frac{\pi}{2x^4}.$$

Adding the layers from $x=z$ downwards gives the atom's energy,

$$-Cn\int_z^\infty\frac{\pi}{2x^4}\,dx=-\frac{\pi Cn}{6z^3}.$$

A second half-space has $n\,dz$ atoms per unit area between $z$ and $z+dz$. The energy per unit area is therefore

$$W(D)=-\frac{\pi Cn^2}{6}\int_D^\infty\frac{dz}{z^3}=-\frac{\pi Cn^2}{12D^2}=-\frac{A}{12\pi D^2},\qquad A=\pi^2Cn^2,$$

where $A$ is the Hamaker constant.

Near the line joining the centres of two spheres, each surface recedes by $s^2/2R_i$. The local gap is

$$h(s)=D+\frac{s^2}{2R_{\rm eff}},\qquad \frac1{R_{\rm eff}}=\frac1{R_1}+\frac1{R_2}.$$

The Derjaguin approximation assigns to each ring the energy per area of flat surfaces at the local gap. Since $s\,ds=R_{\rm eff}\,dh$,

$$E(D)=\int 2\pi s\,W(h)\,ds=2\pi R_{\rm eff}\int_D^\infty W(h)\,dh.$$

The upper limit may be taken to infinity because $W$ has decayed while $s$ is still small compared with the radii. The energy rises towards zero as $D$ grows, so the magnitude of the attraction is

$$F=\frac{dE}{dD}=-2\pi R_{\rm eff}W(D)=\frac{A R_{\rm eff}}{6D^2}.$$

## (b) The Rumpf force

**Obtain $F(r)$ for the sphere above the asperity, and state when the result applies. Is the central position stable against tipping?**

**Answer.** The hemisphere and the half-space below it do not overlap, so their attractions add.

For the asperity, $D=z_0$ and $R_{\rm eff}=rR/(r+R)$. The cap facing the particle dominates this force when $z_0\ll r$, so the missing lower half of the asperity sphere matters little.

For the flat, one radius is infinite and $R_{\rm eff}=R$. The sphere's centre is at height $R+z_0+r$, so the gap to the flat is $D=z_0+r$. The sum is

$$F(r)=\frac{A}{6z_0^2}\left[\frac{rR}{r+R}+\frac{Rz_0^2}{(z_0+r)^2}\right].$$

The smooth wafer, $r=0$, gives $F_0=AR/(6z_0^2)$. Division by this force leaves

$$f(r)\equiv\frac{F(r)}{F_0}=\frac{r}{r+R}+\frac{z_0^2}{(z_0+r)^2}.$$

The asperity does two things: it adds a small contact, and it lifts the particle away from the flat. The formula requires $z_0\ll r$ for the first term and $z_0+r\ll R$ for the second. The Hamaker constant cancels from $f$.

To examine tipping, keep the separation $z_0$ from the asperity and tilt the line of centres by a small angle $\varphi$. The asperity energy is unchanged in the Derjaguin approximation. The particle's centre drops to height $(R+r+z_0)\cos\varphi$, so the gap $D$ to the flat shrinks. Integrating the force gives a flat energy of $-AR/(6D)$, which falls as $D$ shrinks. The central position is thus unstable, and without other supports the particle would tip towards the flat.

## (c) The stationary point

**For $R>z_0/2$, determine how many stationary points $F(r)$ has at $r>0$ and of what kind. Can the asperity ever raise the force above $F_0$ in this model?**

**Answer.** Differentiation gives

$$f'(r)=\frac{R}{(R+r)^2}-\frac{2z_0^2}{(z_0+r)^3}=\frac{g(r)}{(R+r)^2(z_0+r)^3},$$

$$g(r)=R(z_0+r)^3-2z_0^2(R+r)^2 .$$

The denominator is positive, so $f'$ has the sign of $g$. A stationary point satisfies

$$R(z_0+r)^3=2z_0^2(R+r)^2 .$$

Expanding both products and collecting powers of $r$,

$$g(r)=Rr^3+z_0(3R-2z_0)r^2-z_0^2Rr+z_0^2R(z_0-2R).$$

In the linear term, $3z_0^2R$ from the cube and $-4z_0^2R$ from the square leave $-z_0^2R$. For $R>z_0/2$ the first coefficient is positive and the last two are negative. Whatever the sign of the second, the sequence changes sign once. By Descartes' rule there is one positive root, $r^*$.

At the origin $g(0)=z_0^2R(z_0-2R)<0$, while $g\to+\infty$ for large $r$. The slope passes from negative to positive, and $r^*$ is the minimum over all $r>0$.

For the comparison with the smooth wafer, write

$$1-f(r)=\frac{R}{r+R}-\frac{z_0^2}{(z_0+r)^2}
=\frac{R(z_0+r)^2-z_0^2(r+R)}{(r+R)(z_0+r)^2}.$$

The terms $Rz_0^2$ cancel in the numerator, which becomes $r\,[Rr+z_0(2R-z_0)]$. This is positive, so $F(r)<F_0$ for every $r>0$. For $r\gg R$ the force returns towards $F_0$: the particle then sees the asperity itself as a nearly flat surface.

These are properties of the closed form. They describe a particle only where the conditions in (b) hold, and only in the supported central position. A particle that tips until it is at the gap $z_0$ from both the flat and the asperity feels $F_0$ from the flat plus the normal component $\cos\varphi$ of the asperity force, which is more than $F_0$. The reductions found below therefore depend on the particle being held off the flat.

## (d) Large particles

**For $R\gg r$, find explicit expressions for $r^*$ and the minimum force. How do the two contributions compare at the minimum?**

**Answer.** Let $s=z_0+r^*$. Replacing $(R+r^*)^2$ by $R^2$ in the stationary condition gives

$$s^3\simeq2z_0^2R,\qquad r^*\simeq(2z_0^2R)^{1/3}-z_0 .$$

This is consistent, since $s/R\simeq(2z_0^2/R^2)^{1/3}$ is small when $R\gg z_0$. For the force, use $r^*/(r^*+R)\simeq(s-z_0)/R$ and $z_0^2\simeq s^3/2R$:

$$f(r^*)\simeq\frac{s-z_0}{R}+\frac{s}{2R}=\frac1R\left(\frac{3s}{2}-z_0\right).$$

Multiplication by $F_0=AR/(6z_0^2)$ yields

$$F_{\min}\simeq\frac{A}{6z_0^2}\left[\frac32(2z_0^2R)^{1/3}-z_0\right].$$

Once $s\gg z_0$, the minimum force grows as $R^{1/3}$, whereas $F_0$ grows as $R$. The greatest reduction that one hemispherical asperity can give is therefore stronger for larger particles, provided that $r$ is adjusted to $r^*$. Direct minimisation at very large $R/z_0$ gives an exponent of 0.3335.

The ratio of the contributions follows without the large-$R$ approximation. The stationary condition gives $1/z_0^2=2(R+r^*)^2/[R(z_0+r^*)^3]$, so

$$\frac{F_{\rm asp}}{F_{\rm flat}}=\frac{r^*}{r^*+R}\,\frac{(z_0+r^*)^2}{z_0^2}=\frac{2r^*(r^*+R)}{R(z_0+r^*)}.$$

For $z_0\ll r^*\ll R$ this tends to 2. In that regime the asperity force varies as $r$ and the flat force as $r^{-2}$. Equal and opposite slopes require the rising term to be twice the falling one. The minimum is not the point where the two forces are equal.

## (e) A one-nanometre asperity

**Take the round model values $A=1$ eV, $R=1000$ Å and $z_0=3$ Å. Calculate the force for a smooth wafer and for $r=10$ Å. Then locate the minimum and find its force.**

**Answer.** For the smooth wafer,

$$F_0=\frac{1\times1000}{6\times3^2}=18.5\ \text{eV/Å}\quad(29.7\ \text{nN}).$$

With a 10 Å asperity,

$$f=\frac{10}{1010}+\frac{9}{13^2}=0.0099+0.0533=0.0632,$$

so $F=1.17$ eV/Å (1.87 nN). One nanometre of height lowers the force by a factor of about 16. The flat still supplies 0.99 eV/Å of the remainder and the asperity 0.18 eV/Å, so this asperity lies on the falling side of the curve.

The large-particle estimate of the minimum is

$$s\simeq(2\times9\times1000)^{1/3}=26.2\ \text{Å},\qquad r^*\simeq23.2\ \text{Å}.$$

To improve it, write the full condition as $z_0+r=(2z_0^2R)^{1/3}(1+r/R)^{2/3}$ and insert $r=23.2$ Å on the right. The result is $r^*=23.6$ Å, in agreement with the root of the cubic. The force there is

$$F_{\min}=18.52\left[\frac{23.6}{1023.6}+\frac{9}{26.6^2}\right]=0.66\ \text{eV/Å}\quad(1.06\ \text{nN}),$$

about 28 times below $F_0$. The explicit formula of part (d) gives 0.67 eV/Å.

At the minimum the asperity contributes 0.43 eV/Å and the flat 0.24 eV/Å. Their ratio is 1.82 rather than 2, because $z_0$ is not negligible beside $r^*$.

The force changes as follows:

| $r$ (Å) | asperity (eV/Å) | flat (eV/Å) | total (eV/Å) |
|---:|---:|---:|---:|
| 5 | 0.09 | 2.60 | 2.70 |
| 10 | 0.18 | 0.99 | 1.17 |
| 20 | 0.36 | 0.32 | 0.68 |
| 50 | 0.88 | 0.06 | 0.94 |
| 100 | 1.68 | 0.02 | 1.70 |

A 100 Å asperity leaves a larger force than a 10 Å one. For a hemisphere, height and radius of curvature grow together: the flat is farther away, but the contact with the asperity is broader. A higher asperity of this shape therefore does not always mean weaker adhesion.

## (f) How good is the closed form?

**Near the minimum $r^*/z_0$ is only about 8. Set up the pairwise force without the Derjaguin approximation, and use its numerical values to judge the results of part (e).**

**Answer.** First find the energy of an atom at distance $\rho>R$ from the sphere's centre. Let $t$ be the radial coordinate inside the sphere and $\mu$ the cosine of the polar angle. The angular integral is

$$\int_{-1}^{1}\frac{d\mu}{(\rho^2+t^2-2\rho t\mu)^3}
=\frac{1}{4\rho t}\left[\frac1{(\rho-t)^4}-\frac1{(\rho+t)^4}\right]
=\frac{2(\rho^2+t^2)}{(\rho^2-t^2)^4},$$

because $(\rho+t)^4-(\rho-t)^4=8\rho t(\rho^2+t^2)$. The radial integral follows from

$$\frac{d}{dt}\,\frac{t^3}{3(\rho^2-t^2)^3}=\frac{t^2(\rho^2+t^2)}{(\rho^2-t^2)^4}.$$

With the factor $2\pi t^2$ from the volume element, the atom's energy is

$$-\frac{4\pi CnR^3}{3(\rho^2-R^2)^3}.$$

Now place the atoms of the asperity at radius $t$ from the centre of its base, with $0\le\mu\le1$. The distance between the two centres is $H=R+r+z_0$, and $\rho^2=H^2+t^2-2Ht\mu$. Multiply the energy by $n$, use $Cn^2=A/\pi^2$, and differentiate with respect to $H$:

$$F_{\rm asp}=16AR^3\int_0^r dt\int_0^1d\mu\,\frac{t^2(H-t\mu)}{(\rho^2-R^2)^4}.$$

For the flat, cut the sphere into discs of area $\pi(R^2-v^2)$ at height $D+R+v$. The atom–half-space energy from (a), differentiated with respect to $D$, gives

$$F_{\rm flat}=\frac A2\int_{-R}^{R}\frac{R^2-v^2}{(D+R+v)^4}\,dv .$$

Put $x=D+R+v$, $a=D$ and $b=D+2R$. The numerator becomes $(x-a)(b-x)$, and

$$\int_a^b\frac{(x-a)(b-x)}{x^4}\,dx=\left[\frac1x-\frac{a+b}{2x^2}+\frac{ab}{3x^3}\right]_a^b=\frac{(b-a)^3}{6a^2b^2}.$$

Since $b-a=2R$,

$$F_{\rm flat}=\frac{2AR^3}{3D^2(D+2R)^2},\qquad D=z_0+r.$$

Quadrature of the asperity integral, added to this flat force, puts the minimum at $r=23.5$ Å with a force of 0.60 eV/Å. Relative to this pairwise result, the Rumpf minimum force is 10 percent too large, while its position is almost unchanged.

The reason can be seen by treating the asperity as a full sphere and the large particle as a half-space. The formula just derived, with $R\to r$ and $D=z_0$, gives for $r\gg z_0$

$$\frac{Ar}{6z_0^2}\left(1+\frac{z_0}{2r}\right)^{-2}\simeq\frac{A}{6z_0^2}(r-z_0).$$

The Rumpf asperity term is thus too large by about $A/(6z_0)=0.056$ eV/Å, independently of $r$ at this order. A constant offset changes the minimum force but not its position. Numerically, the closed-form total exceeds the pairwise total by 0.06 eV/Å, to that precision, at every radius in the table of part (e). This difference also contains the error of the flat term, which is likewise slightly too large. The flat supplies about a tenth of the difference at the minimum, but a third at $r=5$ Å. There $z_0\ll r$ fails, and the asperity error is smaller than the estimate $A/(6z_0)$.

This comparison measures the error of the closed form alone. Both calculations share the rigid bodies, the additive unretarded attraction, the chosen $z_0$ and the replacement of atoms by a continuous density. The last is a rough model when the gap or the asperity is only a few ångströms in size. Elastic flattening would enlarge the contact, and a liquid bridge would add a force absent here. If other supports carry the particle, their adhesion must be added before $F$ is compared with the force needed to remove it.

## Numbers as computed

```
Hamaker constant A = 1.0 eV
particle radius R = 1000 angstrom
closest separation z0 = 3.0 angstrom
smooth force F0 = 18.519 eV/angstrom = 29.67 nN
force at r = 10 angstrom: 1.1695 eV/angstrom = 1.874 nN
  fraction of F0 = 0.06316, reduction = 15.83 times
minimum radius r* = 23.618 angstrom
minimum force = 0.6625 eV/angstrom = 1.061 nN
  fraction of F0 = 0.03578, reduction = 27.95 times
  asperity part = 0.4273, flat part = 0.2352 eV/angstrom
  asperity/flat ratio = 1.817
large-R estimate: s = 26.207, r* = 23.207 angstrom
large-R estimate of minimum force = 0.6724 eV/angstrom
r (angstrom); asperity, flat, Rumpf total, pairwise (eV/angstrom)
    5.000; 0.0921, 2.6042, 2.6963, 2.6328
   10.000; 0.1834, 0.9862, 1.1695, 1.1067
   20.000; 0.3631, 0.3151, 0.6782, 0.6175
   23.618; 0.4273, 0.2352, 0.6625, 0.6024
   50.000; 0.8818, 0.0593, 0.9412, 0.8832
  100.000; 1.6835, 0.0157, 1.6992, 1.6425
pairwise smooth force = 18.463 eV/angstrom
pairwise minimum radius = 23.547 angstrom
pairwise minimum force = 0.6023 eV/angstrom
Rumpf minimum force exceeds pairwise by 10.0 percent
pairwise asperity force at Rumpf r* = 0.3733 eV/angstrom
large-R force exponent from minimisation = 0.3335
```
